# Gap states from a semi-infinite metal by decimation: a numerical check

```python
# RESULT UNDER TEST
# A semi-infinite metal, reduced by decimation to a self-energy Sigma(E), induces
# in the gap of an attached alternating chain a density of states that is smooth
# in energy and falls by exp(-2 kappa a) per cell, where
#     sinh(kappa a / 2) = sqrt(Delta^2 - E^2) / (2 t).
# Delta: half gap; t: insulator hopping; a: two-atom cell length; E: energy from
# midgap; eta: small imaginary energy; Gamma = -2 Im Sigma. Densities are per spin.
# The metal is a two-row ladder; its first row touches the first insulator atom.
import numpy as np
from scipy import constants as const

HALF_GAP, HOP, CELL = 3.0, 2.0, 0.5          # eV, eV, nm
METAL_HOP, RUNG_HOP, CONTACT_HOP = 2.5, 1.5, 2.0   # eV
FERMI, ETA, BROAD = 1.0, 1e-4, 1e-3          # eV
FIELD, TEMPERATURE = 0.5, 400.0              # V/nm, K
CHAIN_AREA, PERMITTIVITY = 0.25, 4.0         # nm^2, relative electronic value
FILM_CELLS = 4

METAL_CELL = np.array([[0.0, RUNG_HOP], [RUNG_HOP, 0.0]])
METAL_LINK = METAL_HOP * np.eye(2)
OXIDE_CELL = np.array([[HALF_GAP, HOP], [HOP, -HALF_GAP]])
OXIDE_LINK = np.array([[0.0, 0.0], [HOP, 0.0]])


def decimate(z, cell, link, steps=None):
    """Surface Green function and the norms of the renormalized coupling."""
    one = np.eye(len(cell))
    surface, bulk = cell.astype(complex), cell.astype(complex)
    out, back = link.astype(complex), link.conj().T.astype(complex)
    norms = []
    while len(norms) < (60 if steps is None else steps):
        middle = np.linalg.inv(z * one - bulk)
        forward = out @ middle @ back
        surface = surface + forward
        bulk = bulk + forward + back @ middle @ out
        out, back = out @ middle @ out, back @ middle @ back
        norms.append(np.linalg.norm(out, 2))
        if steps is None and max(norms[-1], np.linalg.norm(back, 2)) < 1e-14:
            break
    else:
        assert steps is not None, "decimation did not converge"
    return np.linalg.inv(z * one - surface), norms


def periodic_block(cell, link, count):
    return (np.kron(np.eye(count), cell) + np.kron(np.eye(count, k=1), link)
            + np.kron(np.eye(count, k=-1), link.conj().T))


def metal_sigma(energy, eta=ETA):
    return CONTACT_HOP**2 * decimate(energy + 1j * eta, METAL_CELL, METAL_LINK)[0][0, 0]


def oxide_sigma(z):
    return HOP**2 * decimate(z, OXIDE_CELL, OXIDE_LINK)[0][0, 0]


def chain_green(z, cells, sigma_left, sigma_right, potential=0.0):
    onsite = np.tile([HALF_GAP, -HALF_GAP], cells) + potential
    matrix = np.diag(z - onsite).astype(complex)
    matrix -= HOP * (np.eye(2 * cells, k=1) + np.eye(2 * cells, k=-1))
    matrix[0, 0] -= sigma_left
    matrix[-1, -1] -= sigma_right
    return np.linalg.inv(matrix)


def induced_density(energy, cells=8):
    """Metal-induced density on each atom; the insulator itself has no broadening."""
    sigma = metal_sigma(energy)
    green = chain_green(energy, cells, sigma, oxide_sigma(energy))
    return np.abs(green[:, 0])**2 * (-2 * sigma.imag) / (2 * np.pi)


def per_cell(values):
    return values.reshape(-1, 2).sum(axis=1)


def single_chain_surface(z):
    root = np.sqrt(complex(z)**2 - 4 * METAL_HOP**2)
    choices = [(z - root) / (2 * METAL_HOP**2), (z + root) / (2 * METAL_HOP**2)]
    return min(choices, key=abs)


def ladder_surface(z):
    return 0.5 * (single_chain_surface(z - RUNG_HOP) + single_chain_surface(z + RUNG_HOP))


def kappa(energy, half_gap=HALF_GAP):
    return 2 / CELL * np.arcsinh(np.sqrt(half_gap**2 - energy**2) / (2 * HOP))


def oxide_surface_pair(energy):
    z_a, z_b = energy - HALF_GAP, energy + HALF_GAP
    product = z_a * z_b
    g_a = (product + np.sqrt(product**2 - 4 * HOP**2 * product)) / (2 * HOP**2 * z_a)
    return g_a, z_a * g_a / z_b


def closed_density(energy, cells):
    g_a, g_b = oxide_surface_pair(energy)
    factor = HOP**2 * g_a * g_b
    sigma = CONTACT_HOP**2 * ladder_surface(energy + 1j * ETA)
    amplitudes = np.array([[g_a * factor**n, HOP * g_a * g_b * factor**n]
                           for n in range(cells)]).ravel()
    return amplitudes**2 * (-sigma.imag / np.pi) / abs(1 - g_a * sigma)**2


# Decimation after n steps against direct inversion of a slab of 2^n cells.
for cell, link in ((METAL_CELL, METAL_LINK), (OXIDE_CELL, OXIDE_LINK)):
    z_test = 0.7 + 0.05j
    slab = periodic_block(cell, link, 16)
    direct = np.linalg.inv(z_test * np.eye(32) - slab)[:2, :2]
    assert np.allclose(decimate(z_test, cell, link, steps=4)[0], direct, atol=1e-10)

# Matrix decimation against separated transverse modes. Rounding grows with the
# number of cells represented, hence the tolerance well above machine precision.
for energy in (-2.5, -0.4, 1.0, 2.2):
    numeric = decimate(energy + 1j * ETA, METAL_CELL, METAL_LINK)[0][0, 0]
    assert abs(numeric - ladder_surface(energy + 1j * ETA)) < 1e-6

# Convergence rate from the fastest open mode, and linear error in eta.
metal_green, norms = decimate(FERMI + 1j * ETA, METAL_CELL, METAL_LINK)
steps = len(norms)
velocity = max(np.sqrt(4 * METAL_HOP**2 - (FERMI + s * RUNG_HOP)**2) for s in (-1, 1))
measured_rate = -np.log(norms[-1] / norms[-2]) / 2**(steps - 1)
assert abs(measured_rate * velocity / ETA - 1) < 1e-3
limit = sum((x - 1j * np.sqrt(4 * METAL_HOP**2 - x**2)) / (4 * METAL_HOP**2)
            for x in (FERMI - RUNG_HOP, FERMI + RUNG_HOP))
eta_errors = [abs(decimate(FERMI + 1j * e, METAL_CELL, METAL_LINK)[0][0, 0] - limit)
              for e in (1e-2, 1e-3)]
assert abs(eta_errors[0] / eta_errors[1] - 10) < 0.2

# Induced densities, decay constant and total against independent evaluations.
for energy in (-2.0, 0.0, 1.0, 2.0, 2.8):
    density = induced_density(energy)
    assert np.allclose(density, closed_density(energy, 8), rtol=1e-5, atol=0)
    slopes = -np.log(density[2:] / density[:-2]) / (2 * CELL)
    assert np.allclose(slopes, kappa(energy), rtol=1e-7)
    h = 1e-4
    slope_g = (oxide_sigma(energy + h) - oxide_sigma(energy - h)).real / (2 * h * HOP**2)
    sigma = metal_sigma(energy)
    g_surface = oxide_sigma(energy) / HOP**2
    total_formula = -slope_g * (-sigma.imag / np.pi) / abs(1 - g_surface * sigma)**2
    assert abs(induced_density(energy, 40).sum() / total_formula - 1) < 1e-4


def joined_eigensystem(metal_cells, oxide_cells):
    n_metal, n_oxide = 2 * metal_cells, 2 * oxide_cells
    h = np.zeros((n_metal + n_oxide, n_metal + n_oxide))
    h[:n_metal, :n_metal] = periodic_block(METAL_CELL, METAL_LINK, metal_cells)
    h[n_metal:, n_metal:] = periodic_block(OXIDE_CELL, OXIDE_LINK, oxide_cells)
    h[n_metal - 2, n_metal] = h[n_metal, n_metal - 2] = CONTACT_HOP
    levels, vectors = np.linalg.eigh(h)
    return levels, vectors[n_metal:]**2


# A long finite metal agrees after smooth energy averaging.
levels, weights = joined_eigensystem(500, 10)
width = 0.2
window_sum = weights[:6] @ np.exp(-(levels - FERMI)**2 / (2 * width**2))
grid = FERMI + np.linspace(-7 * width, 7 * width, 57)
window_integral = sum(induced_density(e)[:6] * np.exp(-(e - FERMI)**2 / (2 * width**2))
                      for e in grid) * (grid[1] - grid[0])
window_error = np.max(np.abs(window_sum / window_integral - 1))
assert window_error < 5e-4     # the finite eta of the metal sets this scale

# A short finite metal shows separate levels.
short_levels, short_weights = joined_eigensystem(40, 8)
scan = np.linspace(0.5, 1.5, 201)
line_width = 0.01
short_density = np.array([np.sum(short_weights[0] * line_width / np.pi
                                / ((e - short_levels)**2 + line_width**2)) for e in scan])
smooth_density = np.array([induced_density(e)[0] for e in scan])
level_ratio = short_density / smooth_density
assert level_ratio.max() > 3 and level_ratio.min() < 1 / 3
level_count = np.count_nonzero((short_levels > 0.5) & (short_levels < 1.5))

# Broadening inside the insulator adds a background that does not decay.
z_broad = FERMI + 1j * BROAD
broad_green = chain_green(z_broad, 12, metal_sigma(FERMI, BROAD), oxide_sigma(z_broad))
broad_density = -np.diag(broad_green).imag / np.pi
product = FERMI**2 - HALF_GAP**2
root = np.sqrt(product**2 - 4 * HOP**2 * product)
background = BROAD / np.pi * (1 / root - (FERMI + HALF_GAP)
                              * (product - 2 * HOP**2) * 2 * FERMI / root**3)
assert abs(broad_density[16] / background - 1) < 1e-3
true_cells, broad_cells = per_cell(induced_density(FERMI)), per_cell(broad_density)
assert broad_cells[5] > 10 * true_cells[5]

# Band-edge mass from the real band against its closed form.
hbar2_over_m = const.hbar**2 / (const.m_e * const.e) * 1e18
mass = hbar2_over_m * HALF_GAP / (HOP * CELL)**2


def upper_band(q):
    off = HOP * (1 + np.exp(-1j * (np.pi + q * CELL)))
    return np.linalg.eigvalsh(np.array([[HALF_GAP, off], [np.conj(off), -HALF_GAP]]))[1]


dq = 0.01
curvature = (upper_band(dq) - 2 * upper_band(0) + upper_band(-dq)) / dq**2
assert abs(hbar2_over_m / curvature / mass - 1) < 1e-3

# Sizes of neglected effects.
sigma_f = metal_sigma(FERMI)
gamma_f = -2 * sigma_f.imag
long_density = induced_density(FERMI, 40)
total_density = long_density.sum()
positions = CELL / 2 * np.arange(1, 81)
centroid = positions @ long_density / total_density
area_density = 2 * total_density / CHAIN_AREA * 1e14          # per eV per cm^2
dipole = (const.e * area_density * 1e4 * centroid * 1e-9
          / (const.epsilon_0 * PERMITTIVITY))
k_parallel = np.pi / (2 * CELL)
kappa_transverse = kappa(FERMI, np.hypot(HALF_GAP, HOP * CELL * k_parallel))
kappa_one_band = np.sqrt(2 * mass * (HALF_GAP - FERMI) / hbar2_over_m)
drop = FIELD * positions[:2 * FILM_CELLS]
field_green = chain_green(FERMI, FILM_CELLS, sigma_f, oxide_sigma(FERMI + drop[-1]), -drop)
field_cells = per_cell(np.abs(field_green[:, 0])**2 * gamma_f / (2 * np.pi))
image_energy = const.e / (16 * np.pi * const.epsilon_0 * PERMITTIVITY * CELL * 1e-9)
thermal_energy = const.k * TEMPERATURE / const.e
x_grid = np.linspace(-15, 15, 121)
thermal_weight = (x_grid[1] - x_grid[0]) / (4 * np.cosh(x_grid / 2)**2)
thermal_cell = sum(w * per_cell(induced_density(FERMI + x * thermal_energy))[3]
                   for x, w in zip(x_grid, thermal_weight))


def two_metal_film(cells):
    green = chain_green(FERMI, cells, sigma_f, sigma_f)
    both = (np.abs(green[:, 0])**2 + np.abs(green[:, -1])**2) * gamma_f / (2 * np.pi)
    return gamma_f**2 * abs(green[-1, 0])**2, per_cell(both)


transmission, film_cells = two_metal_film(FILM_CELLS)
next_transmission = two_metal_film(FILM_CELLS + 1)[0]
assert abs(next_transmission / transmission * np.exp(2 * kappa(FERMI) * CELL) - 1) < 2e-3

g_a, g_b = oxide_surface_pair(FERMI)
print(f"Insulator: gap {2*HALF_GAP:.1f} eV, hopping {HOP:.1f} eV, cell {CELL:.2f} nm")
print(f"Metal: row hopping {METAL_HOP:.1f} eV, rung hopping {RUNG_HOP:.1f} eV")
print(f"Contact hopping {CONTACT_HOP:.1f} eV; Fermi level {FERMI:.1f} eV above midgap")
print(f"Band-edge mass: {mass:.4f} electron masses")
print(f"Metal eta: {ETA:.1e} eV; decimation steps: {steps}; cells represented: {2**steps}")
print(f"Fastest mode dE/dk per cell: {velocity:.4f} eV")
print(f"Measured decay of coupling per cell: {measured_rate:.4e}; eta/v: {ETA/velocity:.4e}")
print(f"Surface error at eta 10 meV: {eta_errors[0]:.3e} 1/eV; 1 meV: {eta_errors[1]:.3e} 1/eV")
print(f"Metal surface g at Fermi level: {metal_green[0,0].real:.5f} {metal_green[0,0].imag:+.5f}i 1/eV")
print(f"Self-energy at Fermi level: {sigma_f.real:.5f} {sigma_f.imag:+.5f}i eV; Gamma {gamma_f:.5f} eV")
print(f"Insulator g_A: {g_a:.5f} 1/eV; g_B: {g_b:.5f} 1/eV; lambda: {HOP**2*g_a*g_b:.5f}")
print(f"Contact denominator |1-g_A Sigma|^2: {abs(1-g_a*sigma_f)**2:.5f}")
print("E (eV) | kappa (1/nm) | density decay length (nm) | cell 1, cell 4 density (1/eV)")
for energy in (0.0, 1.0, 2.0, 2.8):
    cells = per_cell(induced_density(energy))
    print(f"{energy:.1f} | {kappa(energy):.4f} | {1/(2*kappa(energy)):.4f} | {cells[0]:.4e}, {cells[3]:.4e}")
print("Cell at Fermi level | induced density (1/eV) | with 1 meV broadening everywhere (1/eV)")
for n in range(6):
    print(f"{n+1} | {true_cells[n]:.4e} | {broad_cells[n]:.4e}")
print(f"False background on a +Delta atom: {background:.4e} 1/eV")
print(f"Total induced density: {total_density:.5f} 1/eV per chain per spin")
print(f"40-cell metal: {level_count} levels between 0.5 and 1.5 eV")
print(f"Its density / semi-infinite density (10 meV width): {level_ratio.min():.3f} to {level_ratio.max():.3f}")
print(f"500-cell metal, 0.2 eV Gaussian window: largest relative difference {window_error:.2e}")
print("Neglected effects, sized at the Fermi level:")
print(f"Area per chain {CHAIN_AREA:.2f} nm^2; relative permittivity {PERMITTIVITY:.1f}")
print(f"Induced states, both spins: {area_density:.3e} 1/(eV cm^2); centroid {centroid:.4f} nm")
print(f"Dipole response per eV of level shift: {dipole:.4f} eV; screening factor {1/(1+dipole):.4f}")
print(f"Transverse wavevector {k_parallel:.4f} 1/nm: kappa becomes {kappa_transverse:.4f} 1/nm")
print(f"One parabolic band instead of two: kappa {kappa_one_band:.4f} 1/nm")
print(f"Field {10*FIELD:.1f} MV/cm over {FILM_CELLS*CELL:.1f} nm: cell-4 density times {field_cells[3]/true_cells[3]:.4f}")
print(f"Image potential at {CELL:.2f} nm: {image_energy:.4f} eV")
print(f"Temperature {TEMPERATURE:.0f} K, kT {thermal_energy:.5f} eV: cell-4 density times {thermal_cell/true_cells[3]:.4f}")
print(f"Second metal across {FILM_CELLS*CELL:.1f} nm: transmission {transmission:.4e}")
print(f"Second metal: cell-1 density times {film_cells[0]/true_cells[0]:.6f}, cell-4 times {film_cells[3]/true_cells[3]:.4e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Insulator: gap 6.0 eV, hopping 2.0 eV, cell 0.50 nm
Metal: row hopping 2.5 eV, rung hopping 1.5 eV
Contact hopping 2.0 eV; Fermi level 1.0 eV above midgap
Band-edge mass: 0.2286 electron masses
Metal eta: 1.0e-04 eV; decimation steps: 21; cells represented: 2097152
Fastest mode dE/dk per cell: 4.9749 eV
Measured decay of coupling per cell: 2.0101e-05; eta/v: 2.0101e-05
Surface error at eta 10 meV: 8.214e-04 1/eV; 1 meV: 8.223e-05 1/eV
Metal surface g at Fermi level: 0.08000 -0.37219i 1/eV
Self-energy at Fermi level: 0.31999 -1.48878i eV; Gamma 2.97756 eV
Insulator g_A: -0.36603 1/eV; g_B: 0.18301 1/eV; lambda: -0.26795
Contact denominator |1-g_A Sigma|^2: 1.54492
E (eV) | kappa (1/nm) | density decay length (nm) | cell 1, cell 4 density (1/eV)
0.0 | 2.7726 | 0.1803 | 3.3131e-02, 8.0887e-06
1.0 | 2.6339 | 0.1898 | 4.6602e-02, 1.7247e-05
2.0 | 2.1335 | 0.2344 | 7.0961e-02, 1.1786e-04
2.8 | 1.0644 | 0.4697 | 1.1619e-01, 4.7682e-03
Cell at Fermi level | induced density (1/eV) | with 1 meV broadening everywhere (1/eV)
1 | 4.6602e-02 | 4.6632e-02
2 | 3.3458e-03 | 3.3976e-03
3 | 2.4022e-04 | 2.9368e-04
4 | 1.7247e-05 | 7.0837e-05
5 | 1.2383e-06 | 5.4839e-05
6 | 8.8905e-08 | 5.3690e-05
False background on a +Delta atom: 3.8287e-05 1/eV
Total induced density: 0.05021 1/eV per chain per spin
40-cell metal: 5 levels between 0.5 and 1.5 eV
Its density / semi-infinite density (10 meV width): 0.092 to 11.461
500-cell metal, 0.2 eV Gaussian window: largest relative difference 7.87e-06
Neglected effects, sized at the Fermi level:
Area per chain 0.25 nm^2; relative permittivity 4.0
Induced states, both spins: 4.016e+13 1/(eV cm^2); centroid 0.3182 nm
Dipole response per eV of level shift: 0.5782 eV; screening factor 0.6336
Transverse wavevector 3.1416 1/nm: kappa becomes 3.6839 1/nm
One parabolic band instead of two: kappa 3.4641 1/nm
Field 5.0 MV/cm over 2.0 nm: cell-4 density times 2.8184
Image potential at 0.50 nm: 0.1800 eV
Temperature 400 K, kT 0.03447 eV: cell-4 density times 1.0052
Second metal across 2.0 nm: transmission 6.3804e-05
Second metal: cell-1 density times 1.000163, cell-4 times 1.4725e+03
ALL CHECKS PASSED
```
